# Linear-response U from a Legendre transform of the constrained energy

**Q.** You want a Hubbard $U$ for a localized subspace, say the $d$ orbitals of one atom, from a density functional. I would call $U$ a curvature of the energy with respect to the occupation. But the occupation is an output of the calculation. How do you vary it?

**A.** By constraint. Let $P$ be the fixed projector on the subspace and $\rho$ the density matrix, summed over spin. The occupation is $N=\mathrm{Tr}(P\rho)$. With the total electron number fixed, define

$$E_c(N)=\min_{\rho:\ \mathrm{Tr}(P\rho)=N}E[\rho].$$

Here $E[\rho]$ is the energy of the chosen approximate functional, and $\rho$ runs over spin-paired determinants. The unconstrained ground state has the occupation $N_{gs}$ at which $E_c$ is lowest.

**Q.** A standard program minimises without constraints. It can add a potential to the Hamiltonian, but it cannot be told the value of $N$.

**A.** Then add the potential $\alpha P$, equal for both spins, and minimise freely:

$$E(\alpha)=\min_\rho\{E[\rho]+\alpha\,\mathrm{Tr}(P\rho)\}.$$

This minimum can be taken in two stages: first over all $\rho$ with a given $N$, then over $N$. In the first stage $\alpha N$ is a constant, so

$$E(\alpha)=\min_N\{E_c(N)+\alpha N\}.$$

If $E_c$ is smooth and the minimum lies inside the allowed range of $N$, the derivative of the bracket vanishes there:

$$\frac{dE_c}{dN}+\alpha=0,\qquad\text{so}\qquad \frac{dE_c}{dN}\bigg|_{N(\alpha)}=-\alpha .$$

The sign has a simple meaning. A positive $\alpha$ repels electrons from the subspace and lowers $N$ below $N_{gs}$. There $E_c$ falls as $N$ rises, so its slope is negative.

**Q.** Where is the Legendre transform? So far this is a Lagrange multiplier.

**A.** They are two views of one relation. Write $E(\alpha)=E_c(N(\alpha))+\alpha N(\alpha)$ and differentiate:

$$\frac{dE}{d\alpha}=\frac{dE_c}{dN}\frac{dN}{d\alpha}+N+\alpha\frac{dN}{d\alpha}=N,$$

because the first and third terms cancel when the slope is $-\alpha$. So $N$ is the slope of $E(\alpha)$, and $-\alpha$ is the slope of $E_c(N)$. To go back, note that the minimum over $N$ cannot exceed its value at any particular $N$. Hence $E(\alpha)\le E_c(N)+\alpha N$, or

$$E_c(N)\ge E(\alpha)-\alpha N\quad\text{for every }\alpha .$$

Equality holds for the $\alpha$ whose free minimum has this $N$. If there is one,

$$E_c(N)=\max_\alpha\{E(\alpha)-\alpha N\}.$$

**Q.** And if no $\alpha$ produces that $N$?

**A.** Then, for an $N$ inside the allowed range, the transform does not return $E_c(N)$ but a lower value. (An end point of the range, such as an empty subspace, can still be approached as $|\alpha|$ grows without bound.) For each $\alpha$, $E(\alpha)-\alpha N$ is a straight line in $N$ lying on or below the curve $E_c$. The maximum over such lines is the convex hull of the curve, so a concave stretch of $E_c$ is bridged by a straight segment. As $\alpha$ passes the value belonging to that segment, the free minimum jumps from one end to the other. What follows assumes a gapped, stable ground state with $E_c''(N_{gs})>0$ and a smooth response around it.

**Q.** Then give me the curvature.

**A.** Define the self-consistent response $\chi=dN/d\alpha$ at $\alpha=0$. Differentiate $E_c'(N(\alpha))=-\alpha$ with respect to $\alpha$. The chain rule gives

$$\frac{d^2E_c}{dN^2}\,\chi=-1,\qquad \frac{d^2E_c}{dN^2}=-\frac1\chi .$$

A parabola shows the signs. For $E_c=E_0+\tfrac{k}{2}(N-N_{gs})^2$, the slope condition $k(N-N_{gs})=-\alpha$ gives $N=N_{gs}-\alpha/k$. Thus $\chi=-1/k$, and $-1/\chi=k$ as it should be. A stiff subspace responds weakly.

**Q.** So $U=-1/\chi$, and we are finished.

**A.** No. Switch off the interaction and $-1/\chi$ is still positive. Electrons in a molecule or solid occupy orbitals spread over the subspace and its surroundings. Without interaction these orbitals minimise the one-electron energy, so forcing a different $N$ distorts them and raises it. This cost of rehybridization has a curvature of its own, which must be removed if $U$ is to describe interaction.

**Q.** How do you remove it without inventing a second, non-interacting system?

**A.** Use the Kohn-Sham Hamiltonian at the ground state. Split the functional as $E[\rho]=\mathrm{Tr}(h\rho)+E_{int}[\rho]$, where $h$ is the one-electron part and $E_{int}$ contains the Hartree and exchange-correlation energies. Replace $E_{int}$ by its tangent at the ground state $\rho_{gs}$:

$$E_{int}[\rho]\;\to\;E_{int}[\rho_{gs}]+\mathrm{Tr}\{v\,(\rho-\rho_{gs})\},$$

with $v$ the interaction potential at $\rho_{gs}$. Apart from a constant, the energy is now $\mathrm{Tr}(h_s\rho)$ with $h_s=h+v$ frozen. The tangent has the right slope and no curvature in $\rho$. Define

$$E_{c0}(N)=\min_{\rho:\ \mathrm{Tr}(P\rho)=N}\mathrm{Tr}(h_s\rho).$$

The earlier argument used no property of $E[\rho]$ beyond smoothness and stability, so it applies here too:

$$\frac{d^2E_{c0}}{dN^2}=-\frac1{\chi_0},$$

where $\chi_0$ is $dN/d\alpha$ for the Hamiltonian $h_s+\alpha P$ with $h_s$ held fixed. In practice one converges the ground state, adds $\alpha P$, diagonalizes once, and reads $N$ before the potential is updated.

**Q.** Is $\chi_0$ certain to be negative?

**A.** First-order perturbation theory shows it. Take real orbitals, with $i$ occupied and $a$ empty. The part of the change that matters is

$$\delta\phi_i=\alpha\sum_a\phi_a\frac{\langle a|P|i\rangle}{\varepsilon_i-\varepsilon_a}.$$

Mixing among occupied orbitals leaves $\rho$ unchanged. Each orbital holds two electrons, and the change of $\langle i|P|i\rangle$ is $2\langle i|P|\delta\phi_i\rangle$. Therefore

$$\chi_0=4\sum_{ia}\frac{|\langle a|P|i\rangle|^2}{\varepsilon_i-\varepsilon_a}.$$

Every denominator is negative, so $\chi_0<0$ unless all the matrix elements vanish. In that case $N$ cannot respond at first order and the method has nothing to invert.

**Q.** Then $U$ is the difference of the two curvatures?

**A.** Yes, that is the definition being used:

$$U=\frac{d^2E_c}{dN^2}-\frac{d^2E_{c0}}{dN^2}=-\frac1\chi+\frac1{\chi_0}=\frac1{\chi_0}-\frac1\chi .$$

Both responses are negative, so $U>0$ means $|\chi|<|\chi_0|$: the interaction opposes the change of occupation. If $\chi=\chi_0$, then $U=0$.

**Q.** You subtract curvatures along two different constrained paths. Why should the result be an interaction parameter at all?

**A.** Begin with the case in which the answer is known beforehand. Let the interaction energy depend on the subspace occupation alone, $E_{int}=F(N)$. At fixed $N$ it is a constant, so

$$E_c(N)=T(N)+F(N),\qquad T(N)=\min_{\rho:\ \mathrm{Tr}(P\rho)=N}\mathrm{Tr}(h\rho).$$

The frozen Hamiltonian is $h_s=h+F'(N_{gs})P$, which gives

$$E_{c0}(N)=T(N)+F'(N_{gs})\,N .$$

The second term is linear in $N$. Subtracting second derivatives at $N_{gs}$ removes $T''$ and leaves $U=F''(N_{gs})$. For $F=\tfrac12U_0N^2$ the formula returns $U_0$.

**Q.** Real interactions do not stop at the edge of the subspace. What does the formula return then?

**A.** Take a mean-field model on sites, with occupations $n_k$ and $E_{int}$ a function of all of them. Let the subspace be site 0, and let $p$ be the vector with 1 on site 0 and 0 elsewhere. Define the kernel $f_{kl}=\partial^2E_{int}/\partial n_k\partial n_l$. The frozen response matrix $X_0$ gives the change of $n$ caused by a small site potential at fixed $h_s$. The perturbation theory above, with a potential on site $l$ and the occupation read on site $k$, gives

$$(X_0)_{kl}=4\sum_{ia}\frac{\phi_i(k)\phi_a(k)\,\phi_i(l)\phi_a(l)}{\varepsilon_i-\varepsilon_a},$$

which is symmetric. In the self-consistent case the electrons feel $\alpha p$ plus the change $f\,\delta n$ of the mean field:

$$\delta n=X_0(\alpha p+f\,\delta n).$$

Write $\delta n=\alpha Xp$, which defines the full response $X$, and divide by $\alpha$:

$$Xp=X_0p+X_0fXp .$$

The two scalars are $\chi_0=p^TX_0p$ and $\chi=p^TXp$. Now define the charge shapes that belong to one added electron on site 0:

$$w=\frac{X_0p}{\chi_0},\qquad u=\frac{Xp}{\chi},\qquad w_0=u_0=1 .$$

Multiply the response equation by $p^T$. Since $X_0$ is symmetric, $p^TX_0=(X_0p)^T=\chi_0w^T$, and $Xp=\chi u$. Hence

$$\chi=\chi_0+\chi_0\chi\,w^Tfu .$$

Division by $\chi_0\chi$ gives $1/\chi_0=1/\chi+w^Tfu$, that is,

$$U=w^Tfu=\sum_{kl}w_kf_{kl}u_l .$$

So $U$ is the interaction kernel averaged between a frozen and a relaxed charge shape. It contains $f_{00}$, but also the effect of taking the electron from somewhere else.

**Q.** An average between two different shapes is odd. Does it lie between the averages taken with one shape?

**A.** It does, for a stable ground state. Let the vector $x$ collect the small occupied-empty mixings, and let $\delta n=Bx$ be the first-order change of the site occupations. To second order the frozen energy changes by $\tfrac12x^TDx$, with $D$ positive because of the gap. The full energy has the additional term $\tfrac12\delta n^Tf\,\delta n$. The second-order part of the constraint on $N$ can be dropped, because the energy is stationary at $N_{gs}$ and the correction enters at third order. The curvatures are then

$$K_0=\min_x x^TDx,\qquad K=\min_x\{x^TDx+(Bx)^Tf(Bx)\},\qquad p^TBx=1 .$$

The minimisers are the normalized responses to $\alpha$, so their charge shapes are $w$ for $K_0$ and $u$ for $K$. Using each one as a trial vector in the other problem gives

$$K\le K_0+w^Tfw,\qquad K_0\le K-u^Tfu .$$

Since $U=K-K_0$, it follows that $u^Tfu\le U\le w^Tfw$.

**Q.** I would like to see numbers, with the slope found by someone who has never heard of $\alpha$.

**A.** Take an open chain of four sites with four electrons. The parameters are round numbers in hartree. The on-site energies are $0.00,-0.05,0.02,-0.03$, and the hopping elements are $-0.10,-0.08,-0.10$. The interaction energy is

$$E_{int}=\tfrac12\sum_{kl}G_{kl}(n_k-1)(n_l-1)-c\sum_kn_k^{4/3},$$

with $c=0.05$. The on-site repulsion $G_{kk}$ is 0.40 on site 0 and 0.30 on the others. At distances of one, two and three sites $G_{kl}$ is 0.15, 0.08 and 0.05. The self-consistent ground state has $N_{gs}=0.9105$, and $h_s$ has a gap of 0.131 hartree.

Two separate calculations give the slope. The first adds $\alpha P$, iterates to self-consistency and records $N(\alpha)$. The second minimises $E[\rho]$ over determinants at prescribed $N$ by sequential quadratic programming, without $\alpha$, and differentiates $E_c$ by finite differences at the recorded $N$.

| $\alpha$ (hartree) | $N(\alpha)$ | $dE_c/dN$ (hartree) |
|---|---|---|
| $-0.04$ | 0.9900 | $+0.0400$ |
| $-0.02$ | 0.9502 | $+0.0200$ |
| $+0.02$ | 0.8710 | $-0.0200$ |
| $+0.04$ | 0.8316 | $-0.0400$ |

The slope is $-\alpha$ at finite $\alpha$ too, as the derivation requires, since it assumed nothing about the size of $\alpha$.

**Q.** And $U$?

**A.** Finite differences at small $\alpha$ give $\chi_0=-5.783$ from single diagonalizations and $\chi=-1.982$ from self-consistent ones, both in 1/hartree. Then

$$-\frac1{\chi_0}=0.1729,\qquad-\frac1\chi=0.5045,\qquad U=0.5045-0.1729=0.3316\ \text{hartree},$$

or 9.02 eV. Second differences of the directly constrained energies give the same curvatures, 0.1729 for $E_{c0}$ and 0.5045 hartree for $E_c$. About a third of the full curvature is rehybridization and would have been counted as interaction without the subtraction.

**Q.** The bare on-site element should be near 0.40. Is the lower $U$ due to screening?

**A.** Two differentiations of $E_{int}$ give

$$f_{00}=G_{00}-\tfrac49c\,n_0^{-2/3}=0.3763\ \text{hartree}.$$

The remaining difference can be read from the shapes:

$$w=(1,\,-0.736,\,0.055,\,-0.319),\qquad u=(1,\,-0.740,\,0.003,\,-0.263).$$

Each sums to zero, because an electron added to site 0 is taken from the rest of the chain. Most of it comes from site 1. Splitting $w^Tfu$ into the element $f_{00}$, the on-site terms of the other sites and the intersite terms gives

$$U=0.3763+0.1754-0.2201=0.3316\ \text{hartree}.$$

The pair of sites 0 and 1 supplies $0.15\times(-0.740-0.736)=-0.221$ hartree, close to the intersite sum only because the remaining pairs nearly cancel: sites 0 and 3 give $0.05\times(-0.263-0.319)=-0.029$ hartree, and sites 1 and 3 give $0.08\times(0.736\times0.263+0.319\times0.740)=+0.034$ hartree; the three pairs that include site 2 add about $-0.004$ hartree together. $U$ lies below $f_{00}$ here because the intersite terms outweigh the on-site terms of the other sites. That is not general: if the electron came wholly from site 1, both shapes would be $(1,-1,0,0)$ and the average would be $f_{00}+f_{11}-2G_{01}$, which is below $f_{00}$ only when $2G_{01}>f_{11}$.

If screening means the relaxation of the charge shape from $w$ to $u$, it has little effect here. The frozen shape alone gives $w^Tfw=0.3331$ hartree, already close to $U$, and the lower bound is $u^Tfu=0.3309$ hartree. That closeness belongs to this model, in which the two shapes are similar.

**Q.** Does $U$ return to the on-site value if the other interactions are removed?

**A.** Keep only the site-0 terms of $E_{int}$ and converge again. The occupation becomes $N_{gs}=1.0348$, with $\chi_0=-5.8455$ and $\chi=-1.8203$ in 1/hartree. The responses give $U=0.3783$ hartree. The second derivative of $F(N)=\tfrac12(0.40)(N-1)^2-0.05N^{4/3}$ at this occupation is also 0.3783 hartree.

**Q.** How large may $\alpha$ be in practice?

**A.** Small enough for $N(\alpha)$ to be straight, and large enough to stand above the convergence error. In the four-site example the outer rows of the table give

$$\chi\approx\frac{0.8316-0.9900}{0.08}=-1.980\ \text{hartree}^{-1},$$

which differs from the small-$\alpha$ value by about 0.1% of that value. The symmetric difference cancels the term in $N(\alpha)$ quadratic in $\alpha$; the one-sided difference $(0.8316-0.9105)/0.04=-1.97$ hartree$^{-1}$ is off by about 0.5% of the small-$\alpha$ value. The frozen response needs its own check of linearity, and here it is the less linear of the two: the symmetric difference at $\alpha=\pm0.04$ gives $\chi_0\approx-5.639$ hartree$^{-1}$, off by 2.5%, and $U$ from these steps is 0.328 instead of 0.332 hartree.

The inversion can magnify errors. From $U=1/\chi_0-1/\chi$,

$$\delta U=-\frac{\delta\chi_0}{\chi_0^2}+\frac{\delta\chi}{\chi^2}.$$

If the subspace is almost full or almost empty, the elements $\langle a|P|i\rangle$ are small, so at a given gap $\chi_0$ is small, and if $|U|$ stays far below $|1/\chi_0|$, the relation $1/\chi=1/\chi_0-U$ makes $\chi$ small too. $U$ is then a small difference of large numbers, and modest errors in $\chi$ can spoil it. Nothing keeps $U$ near the kernel elements in this limit, because the shape $w=X_0p/\chi_0$ can grow as $\chi_0$ shrinks. With the site-0 energy of the chain lowered to $-3$ hartree, $N=1.998$, $-1/\chi_0=581$ hartree and $U=2.2$ hartree. If the site is nearly empty because an occupied orbital has a near node on it, $U$ can grow in proportion to $1/\chi_0$.

**Q.** Suppose I have $U$. Does adding the usual $+U$ term remove the interaction curvature?

**A.** That depends on the term. Adding $-\tfrac{U}{2}(N-N_{gs})^2$ shifts $E_c$ by a function of $N$ alone, so its curvature at $N_{gs}$ falls by $U$, to $-1/\chi_0$. A common $+U$ term for a single orbital is instead $\tfrac U2\sum_\sigma n_\sigma(1-n_\sigma)$, with one occupation per spin. On a spin-paired path $n_\sigma=N/2$, and the term becomes

$$\frac U2\cdot2\cdot\frac N2\Big(1-\frac N2\Big)=\frac U2\Big(N-\frac{N^2}{2}\Big),$$

whose second derivative is $-U/2$. At a given $N$ it lowers the curvature of $E_c$ by $U/2$, so it removes half of the interaction curvature $U$ measured here. The response formula defines a number for a given functional, projector and path of occupation; whether a particular correction uses that number consistently is a separate question.
